# Oxygen thermal donors in silicon: a family of double donors

## Definitions and conventions

When silicon containing dissolved oxygen is heated near 450 °C, oxygen atoms gather into small complexes that give electrons to the conduction band. These are the oxygen thermal donors. Let $D_j$ be the complex reached after $j-1$ aggregation steps from the first donor in the sequence. Each is a double donor: its core has charge $+2e$, and it can hold two, one or no electrons, as $D^0$, $D^+$ or $D^{++}$. It therefore has two ionization energies,

$$D^0\to D^++e^-:\ I_1,\qquad D^+\to D^{++}+e^-:\ I_2,$$

both positive. Energies and the chemical potential $\mu$ are measured from the conduction-band edge. "Shallower" means a smaller ionization energy.

A bound electron is described by an envelope function with one isotropic mass $m$ in a medium of relative permittivity $\varepsilon$. The natural length is $a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(me^2)$. With lengths in $a^*$, the kinetic scale $\hbar^2/(ma^{*2})$ and the Coulomb scale $e^2/(4\pi\varepsilon_0\varepsilon a^*)$ are the same energy, $\mathrm{Ha}^*$. For the rough silicon values $m=0.30\,m_e$ and $\varepsilon=11.7$, $\mathrm{Ha}^*=59.63$ meV and $a^*=2.064$ nm.

## The belief and its appeal

The belief is that the thermal donor is one defect with one ionization energy, and that different values from different samples are errors in measuring it.

It has real support. The donors appear in one heat treatment, from one impurity. The slope of a carrier-freeze-out curve at a given temperature is one number, which is easily read as the energy of one level. Even the excited states of the various donors nearly coincide, as shown below.

The direct evidence against it is spectroscopic: infrared absorption shows several distinct series belonging to double donors, which grow and decline in turn during annealing. The calculation below takes the existence of a sequence from that evidence. It asks why its members should become shallower, and what a one-level analysis makes of the mixture.

## Why both energies fall

Let the potential energy of one electron at member $j$ be, in effective units,

$$V_j(r)=-\frac{2}{r}-A_j\,e^{-r^2/b^2},\qquad A_{j+1}=A_j-\Delta A,\quad \Delta A>0 .$$

The first term is the attraction of the double charge. The second is a short-range attraction by the core. Each aggregation step thus adds the repulsion $u(r)=\Delta A\,e^{-r^2/b^2}>0$. This is a model assumption, not a derivation from the atomic structure; it stands for the core becoming less hospitable to electrons as it grows.

Let $E_1(j)$ and $E_2(j)$ be the total ground energies with one and two electrons. The empty core with its electrons at the band edge has energy zero, so

$$I_2=0-E_1=-E_1,\qquad I_1=E_1-E_2 .$$

Let $M=1$ or 2 be the number of electrons and $U=\sum_{i=1}^{M}u(r_i)$. The Hamiltonians of successive members satisfy $H_{j+1}=H_j+U$. The ground state $\psi_j$ is a permissible trial state for $H_{j+1}$, so the variational principle gives

$$E_M(j+1)\le\langle\psi_j|H_j+U|\psi_j\rangle=E_M(j)+\langle U\rangle_j .$$

Using $\psi_{j+1}$ as a trial state for $H_j=H_{j+1}-U$ gives

$$E_M(j)\le E_M(j+1)-\langle U\rangle_{j+1}.$$

Together,

$$\langle U\rangle_{j+1}\le E_M(j+1)-E_M(j)\le\langle U\rangle_j .$$

Since $u>0$, the lower bound is positive. For $M=1$ this says that $E_1$ rises, so $I_2=-E_1$ falls at every step. The bounds also show that the steps in $I_2$ cannot grow: the step from $j$ to $j+1$ is at least $\langle U\rangle_{j+1}$, and the next is at most that same number.

The first ionization energy needs more care, because both energies in $E_1-E_2$ rise. Define the core weight $g_M=\langle\sum_i e^{-r_i^2/b^2}\rangle$, so that $\langle U\rangle=\Delta A\,g_M$. Then

$$I_1(j)-I_1(j+1)=[E_2(j+1)-E_2(j)]-[E_1(j+1)-E_1(j)].$$

Taking the smallest possible first bracket and the largest possible second one,

$$I_1(j)-I_1(j+1)\ge\Delta A\,[g_2(j+1)-g_1(j)].$$

A positive right-hand side is sufficient for $I_1$ to fall. For a continuous change of depth, the first-order energy change is $dE_M/dA=-g_M$, because the change of a normalized ground state contributes nothing at first order. Hence

$$\frac{dI_1}{dA}=-g_1+g_2=g_2-g_1 .$$

If $g_2>g_1$, reducing $A$ lowers $I_1$. Repulsion between the electrons makes each spend less time in the core than a lone electron would, but there are two of them. The result would reverse if repulsion cut the weight per electron below half of $g_1$. It would also fail if aggregation made the core more attractive.

## Eight model members

Take a core range of 0.50 nm, a first depth of 320 meV and a step of 40 meV. These are chosen model values, not a fit to identified complexes. All else is held fixed along the sequence.

| $j$ | $A_j$ (meV) | $I_1$ (meV) | $I_2$ (meV) | $g_1$ | $g_2$ |
|---|---|---|---|---|---|
| 1 | 320 | 68.5 | 149.5 | 0.1166 | 0.1763 |
| 2 | 280 | 66.2 | 144.9 | 0.1106 | 0.1663 |
| 3 | 240 | 64.0 | 140.6 | 0.1048 | 0.1568 |
| 4 | 200 | 62.0 | 136.6 | 0.0992 | 0.1477 |
| 5 | 160 | 60.1 | 132.7 | 0.0938 | 0.1390 |
| 6 | 120 | 58.4 | 129.0 | 0.0887 | 0.1308 |
| 7 | 80 | 56.8 | 125.6 | 0.0838 | 0.1230 |
| 8 | 40 | 55.2 | 122.3 | 0.0791 | 0.1156 |

For the first step, the bounds on the rise of $E_1$ are $40\times0.1106=4.42$ meV and $40\times0.1166=4.66$ meV; the calculated rise is 4.54 meV. The rise of $E_2$ is 6.85 meV. Thus $I_1$ falls by $6.85-4.54=2.31$ meV. The sufficient condition $g_2(j+1)>g_1(j)$ holds in every row that has a successor.

If the short-range term vanishes, the core is a point charge. For one electron try $\chi=r\psi=re^{-2r}$. Then $-\tfrac12\chi''=-2\chi+2e^{-2r}$ and $-(2/r)\chi=-2e^{-2r}$. The sum is $-2\chi$, so $I_2=2\,\mathrm{Ha}^*=119.3$ meV. The two-electron calculation gives $I_1=53.8$ meV in the same limit, with a basis error of about 0.07 meV; the exact value is 53.9 meV. The tabulated $I_1$, and the apparent and mean energies derived from them below, are likewise low by up to about 0.1 meV, so their last digit is uncertain; the steps between members are hardly affected. The table approaches these values from above. They are not a floor for every possible core: a weak short-range repulsion of the same shape, continuing the sequence just past $A=0$, would take both energies lower, since $g_2$ still exceeds $g_1$ there.

## Why the members look alike

A $p$ state vanishes at the centre, so a small core hardly affects it. For charge $Z$ the lowest $p$ state has $\chi=r^2e^{-Zr/2}$. Including the centrifugal term $1/r^2$,

$$-\tfrac12\chi''+\frac{\chi}{r^2}-\frac{Z\chi}{r}=\left[-1+Zr-\frac{Z^2r^2}{8}+1-Zr\right]e^{-Zr/2}=-\frac{Z^2}{8}\chi .$$

The next level of the hydrogen series is at $-Z^2/18$, so the $2p$–$3p$ spacing is $Z^2(1/8-1/18)=5Z^2/72$. The electron in $D^+$ sees $Z=2$. The outer electron of an excited $D^0$ sees nearly $Z=1$, because the inner electron screens one charge. The spacings should differ by a factor of about four.

With the core included, member 1 has $D^+$ binding energies of 29.94 and 13.30 meV for $2p$ and $3p$, a spacing of 16.64 meV. For $D^0$, treating the inner electron as a fixed charge cloud without exchange, they are 7.50 and 3.33 meV, a spacing of 4.17 meV. The ratio is 3.99. For member 8 it is 3.96.

Between members 1 and 8 the $D^+$ $2p$ binding changes by 0.11 meV, while $I_2$ changes by 27.2 meV. The $1s\to2p$ absorption energy therefore moves from $149.5-29.9=119.6$ meV to $122.3-29.8=92.5$ meV. Within one host crystal, a common spacing points to a common charge; different positions of the whole series reveal different ground states. Equal spacings are not evidence for one defect.

## What annealing does to the mixture

Start with $N$ first members per unit volume and let each capture the next oxygen at rate $\nu$, ignoring new births and dissociation:

$$\dot N_1=-\nu N_1,\qquad \dot N_j=\nu(N_{j-1}-N_j).$$

Put $N_j=e^{-\nu t}y_j$. The loss term cancels, leaving $\dot y_1=0$ and $\dot y_j=\nu y_{j-1}$. Since $y_1=N$ and the others start at zero, repeated integration gives

$$N_j=N\,\frac{(\nu t)^{j-1}}{(j-1)!}\,e^{-\nu t}.$$

For $j>1$, setting $d\ln N_j/dt=(j-1)/t-\nu=0$ puts the peak at $t=(j-1)/\nu$. In the eight-member model the last member has no exit and collects the remainder, so these expressions apply to members 1 to 7.

With $\nu=0.10$ per hour, members 2 to 7 peak at 10, 20, 30, 40, 50 and 60 h. After 5 h, 60.7% of the donors are still member 1. After 20 h, members 2 and 3 hold 27.1% each and member 1 only 13.5%. No single member represents the sample throughout.

## What one freeze-out slope measures

A donor state with $M$ electrons has statistical weight proportional to $\exp[(M\mu-E_M)/k_BT]$, times its degeneracy. Here $E_1=-I_2$ and $E_2=-(I_1+I_2)$. The lone electron has two spin states; the paired ground state has one. Relative to $D^{++}$, the weights are

$$w_+=2e^{(\mu+I_2)/k_BT},\qquad w_0=e^{(2\mu+I_1+I_2)/k_BT}.$$

Let there also be $N_A$ acceptors, all negatively charged. At low temperature, and with fewer acceptors than donors, $D^{++}$ is negligible, and the fraction of member $j$ in the state $D^+$ is

$$f_j=\frac{w_+}{w_++w_0}=\frac{1}{1+\tfrac12e^{(\mu+I_{1j})/k_BT}} .$$

If the free-electron density $n$ is much smaller than $N_A$, neutrality reads $\sum_jN_jf_j=N_A$. Put $\beta=1/k_BT$ and $\eta=\beta\mu$. The exponent in $f_j$ is $\eta+\beta I_{1j}$, and the derivative of $f_j$ with respect to it is $-f_j(1-f_j)$. Since $N_A$ is constant,

$$\sum_jN_jf_j(1-f_j)\left(\frac{d\eta}{d\beta}+I_{1j}\right)=0 .$$

For non-degenerate electrons $n=N_c e^\eta$ with $N_c\propto T^{3/2}$. The apparent ionization energy is therefore

$$E_{\rm app}=-\frac{d\ln(nT^{-3/2})}{d\beta}=-\frac{d\eta}{d\beta}=\frac{\sum_jN_jf_j(1-f_j)I_{1j}}{\sum_jN_jf_j(1-f_j)} .$$

For one member the weights cancel and $E_{\rm app}=I_1$: the usual reading is right for a pure sample, provided that $n\ll N_A$, that $D^{++}$ is negligible, and that no excited state of $D^0$ or $D^+$ is thermally occupied, as assumed here. The last condition is not automatic in silicon: if states from the five other valleys lay at the level without the core attraction, the slope for member 4 at 35 K would be about 3 meV below $I_1$. For a mixture it is an average in which partly ionized members count most.

Take $N=10^{15}$ cm$^{-3}$, $N_A=10^{14}$ cm$^{-3}$ and a measurement at 35 K. Numerical differentiation of the full neutrality solution gives:

| Anneal (h) | $E_{\rm app}$ (meV) | Population mean of $I_1$ (meV) |
|---|---|---|
| 5 | 66.6 | 67.3 |
| 20 | 62.2 | 64.2 |
| 50 | 57.0 | 59.0 |

The averaging formula agrees with these slopes to 0.1 meV. The apparent energy drops by 9.7 meV (from 66.61 to 56.95 meV before rounding) although no individual level has moved; the populations have. It lies below the population mean here because compensation is weak: most donors keep both electrons, and the shallower members supply a disproportionate share of the few taken by acceptors, so they weigh more in the average. With strong compensation the shallow members are almost all in the state $D^+$, the deeper ones weigh more, and the apparent energy can lie above the mean. A pure sample of member 4 gives 61.98 meV against its $I_1$ of 62.00 meV, close to the mixture's 62.2 meV after 20 h. A single slope at 35 K can hardly tell these two samples apart.

## The second electron

Double ionization refutes the "one energy" part of the belief even for a pure member. After the 20 h anneal, $n=8.43\times10^{14}$ cm$^{-3}$ at 110 K. Adding the electrons taken by acceptors gives

$$\frac{8.43\times10^{14}+1.00\times10^{14}}{10^{15}}=0.94$$

electrons released per donor. At 300 K, $n=1.869\times10^{15}$ cm$^{-3}$ and the ratio is 1.97. Someone who assumes single donors would infer $1.97\times10^{15}$ defects per cm$^3$ where there are $1.00\times10^{15}$.

The number can be traced through member 3. At 300 K, $k_BT=25.9$ meV and $n/N_c=6.8\times10^{-5}$, so $\mu=k_BT\ln(n/N_c)\approx-248$ meV. With $I_2=140.6$ meV, $w_+\approx2e^{-107/25.9}\approx0.03$. The weight of $D^0$ is far smaller. The mean charge is thus about $(2+0.03)/(1+0.03)\approx1.97$.

## The model beside real silicon

The earlier members of the real series have first ionization energies of roughly 50 to 70 meV and second ones of roughly 120 to 160 meV. More than eight members are known, and the later ones are shallower than the point-charge value, which an attractive core cannot give. The model lies in these ranges, helped by the choice of core parameters. A density of $10^{15}$ cm$^{-3}$ is an ordinary one for annealed oxygen-rich silicon. The weakest assumption is a small round core, with a range of only about one lattice constant, treated with an envelope function. Spreading the double charge of member 1 over a shell of radius 0.25 nm lowers $I_2$ by about 11 meV, more than two aggregation steps. The absolute energies are therefore less secure than the trend. If the charge spreads over a larger spherical shell as the complex grows, the change in potential is again repulsive, and the variational argument again makes $I_2$ fall. Spreading along a line is different: the potential becomes more attractive near the displaced charges, so the argument applies only if the change, averaged over the new ground state, is still repulsive.

Silicon's mass is also anisotropic. With masses of 0.92 and 0.19 $m_e$, a variational estimate for a point charge of 2 gives a $1s$ binding of 118.4 meV, near the isotropic 119.3 meV, but splits the $2p$ level from 29.8 meV into 43.6 and 24.2 meV. A more flexible trial function raises these bindings by 0.1 to 0.2 meV. Real ladders are thus more complicated. The factor of four survives for point charges: replacing $r$ by $r/Z$ multiplies both kinetic and Coulomb energies by $Z^2$, whatever the masses.

Some other corrections can be estimated. Two charges at the typical spacing of the charged centres interact with an energy of 0.72 meV. The random potential summed over many such centres can be larger, and comparable with the steps of about 1.6 to 2.3 meV between neighbouring values of $I_1$. It can therefore blur neighbouring members in an electrical measurement, but its scale remains well below the 9.7 meV drift. A field of 1 V/cm lowers the barrier for the first electron by about 0.22 meV. Screening at 300 K lowers $I_2$ by about 2.6 meV, which slightly favours double ionization. Doubling the degeneracy of $D^+$, as a second accessible valley state might, changes the released charge from 1.97 to 1.94 electrons per donor. More valley states matter more: with all six valleys degenerate the value would be about 1.85, and the release at 110 K would fall from 0.94 to about 0.7. Continuing donor formation and dissociation would alter the populations, and hence the drift at a given anneal time; their effect is not calculated here. The numerical output gives the remaining populations and comparison values.

An ionization energy quoted for "the thermal donor" therefore needs three labels: which member or mixture, which charge transition, and, if it was read from a freeze-out slope, the temperature and compensation at which the slope was taken. The last label matters even for a pure sample, because the slope equals $I_1$ only while $n\ll N_A$, $D^{++}$ is negligible and no excited valley states are thermally occupied.

## Computed results

```
mass 0.30 m_e, relative permittivity 11.7
anisotropic masses: 0.92 and 0.19 m_e
Ha* = 59.63 meV, a* = 2.064 nm
core range 0.50 nm, depth step 40 meV
point core: I1 = 53.8 meV, I2 = 119.3 meV
member, depth (meV), I1 (meV), I2 (meV), <G>_1, <G>_2
1 320 68.5 149.5 0.1166 0.1763
2 280 66.2 144.9 0.1106 0.1663
3 240 64.0 140.6 0.1048 0.1568
4 200 62.0 136.6 0.0992 0.1477
5 160 60.1 132.7 0.0938 0.1390
6 120 58.4 129.0 0.0887 0.1308
7 80 56.8 125.6 0.0838 0.1230
8 40 55.2 122.3 0.0791 0.1156
step 1 to 2, rise of E1: 4.542 meV
  its bounds: 4.423, 4.662 meV
step 1 to 2, rise of E2: 6.850 meV
  its bounds: 6.652, 7.051 meV
dI1/dA, member 4: 0.0484 (meV per meV)
CI minus correlated E2, point core: 0.070 meV
CI minus correlated E2, member 1: 0.044 meV
member 1 D+ 2p, 3p binding: 29.94, 13.30 meV
member 1 D0 2p, 3p binding: 7.50, 3.33 meV
member 1 ladder spacing ratio: 3.992
member 8 D+ 2p, 3p binding: 29.83, 13.26 meV
member 8 D0 2p, 3p binding: 7.52, 3.34 meV
member 8 ladder spacing ratio: 3.961
capture rate 0.10 /h; donors 1.0e+15, acceptors 1.0e+14 cm^-3
peak times, members 2 to 7 (h): 10 20 30 40 50 60
5 h, percent in members 1-8: 60.7 30.3 7.6 1.3 0.2 0.0 0.0 0.0
  E_app 66.61, formula 66.61, mean I1 67.33 meV
20 h, percent in members 1-8: 13.5 27.1 27.1 18.0 9.0 3.6 1.2 0.5
  E_app 62.15, formula 62.16, mean I1 64.15 meV
50 h, percent in members 1-8: 0.7 3.4 8.4 14.0 17.5 17.5 14.6 23.8
  E_app 56.95, formula 57.01, mean I1 59.01 meV
temperature of E_app: 35 K
pure member 4: E_app 61.98 meV, I1 62.00 meV
20 h, 110 K: n = 8.428e+14 cm^-3, 0.943 e per donor
20 h, 300 K: n = 1.869e+15 cm^-3, 1.969 e per donor
anisotropic charge-2 1s, 2p0, 2p+-: 118.4, 43.6, 24.2 meV
isotropic charge-2 1s, 2p: 119.3, 29.8 meV
core charge on 0.25 nm shell: I2 falls 10.8 meV
doubled D+ degeneracy, 300 K: 1.940 e per donor
random Coulomb energy, 35 K: 0.72 meV
Debye length, 300 K: 95 nm; shift 2.60 meV
barrier lowering at 1 V/cm: 0.22 meV
n/Nc at 300 K: 6.8e-05
```
